# Lossy waveguide modes: reciprocity, orthogonality and power

A waveguide is uniform along $z$ and carries fields of one real frequency $\omega$, with time factor $e^{-i\omega t}$. A mode has the form

$$\mathbf E_n=\mathbf e_n(x,y)e^{i\beta_n z},\qquad \mathbf H_n=\mathbf h_n(x,y)e^{i\beta_n z},\qquad \beta_n=\beta_n'+i\beta_n''.$$

The medium is linear and local, with tensors $\varepsilon(x,y)$ and $\mu(x,y)$ that may be complex but are symmetric. With this time factor, a positive imaginary part of $\varepsilon$ means absorption. There are no sources. The guide is either enclosed by perfectly conducting walls or open, and in an open guide the modes considered decay outwards in the transverse plane. Radiation modes, and leaky modes that grow outwards, are not treated.

## (a) Two solutions of the same guide

**Find a combination of two fields whose divergence vanishes even when the medium absorbs, and integrate it over the cross-section for two modes.**

Maxwell's equations are $\nabla\times\mathbf E=i\omega\mu\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E$. For two solutions 1 and 2,

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2)=\mathbf H_2\cdot\nabla\times\mathbf E_1-\mathbf E_1\cdot\nabla\times\mathbf H_2
=i\omega\,\mathbf H_2\cdot\mu\mathbf H_1+i\omega\,\mathbf E_1\cdot\varepsilon\mathbf E_2 .$$

Because $\mu$ and $\varepsilon$ are symmetric, the right side is unchanged when 1 and 2 are exchanged. Subtracting the exchanged equation gives Lorentz reciprocity,

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)=0 .$$

No field was conjugated, so $\varepsilon$ never met $\varepsilon^*$, and loss leaves no source term.

Now insert modes $m$ and $n$. The bracket varies as $e^{i(\beta_m+\beta_n)z}$, so $\partial_z$ acting on its $z$ component gives the factor $i(\beta_m+\beta_n)$. The transverse part of the divergence integrates to a line integral along the outer boundary. On a conducting wall with normal $\mathbf n$ it vanishes, since $\mathbf n\cdot(\mathbf E_1\times\mathbf H_2)=(\mathbf n\times\mathbf E_1)\cdot\mathbf H_2=0$; in an open guide it vanishes by decay. Interfaces between materials add nothing, because tangential $\mathbf E$ and $\mathbf H$ are continuous there. With

$$I_{mn}=\int(\mathbf e_m\times\mathbf h_n)\cdot\hat{\mathbf z}\,dA$$

the result is

$$(\beta_m+\beta_n)(I_{mn}-I_{nm})=0. \tag{1}$$

## (b) A second relation

**Relation (1) does not determine $I_{mn}$ itself. Assume also that $\varepsilon$ and $\mu$ do not couple transverse to longitudinal components, and use a backward mode to find $I_{mn}$.**

Split the fields into transverse and longitudinal parts. Maxwell's equations become

$$\nabla_t\times\mathbf e_t=i\omega\mu_z h_z\hat{\mathbf z},\qquad
\nabla_t\times(e_z\hat{\mathbf z})+i\beta\hat{\mathbf z}\times\mathbf e_t=i\omega\mu_t\mathbf h_t,$$

$$\nabla_t\times\mathbf h_t=-i\omega\varepsilon_z e_z\hat{\mathbf z},\qquad
\nabla_t\times(h_z\hat{\mathbf z})+i\beta\hat{\mathbf z}\times\mathbf h_t=-i\omega\varepsilon_t\mathbf e_t .$$

Change the signs of $\beta$, $e_z$ and $\mathbf h_t$. Every term of the second and third equations changes sign, and no term of the first and fourth does. Each mode therefore has a backward partner with constant $-\beta_n$ and fields $(\mathbf e_t,-e_z)$, $(-\mathbf h_t,h_z)$.

Apply reciprocity to forward mode $m$ and the backward partner of $n$. Only transverse components enter $(\mathbf e\times\mathbf h)\cdot\hat{\mathbf z}$. The first product changes sign through $\mathbf h_{n,t}$, and the second does not change:

$$(\beta_m-\beta_n)(I_{mn}+I_{nm})=0. \tag{2}$$

If $\beta_m^2\ne\beta_n^2$, both prefactors are nonzero. The difference and the sum of $I_{mn}$ and $I_{nm}$ then vanish, so

$$\boxed{\int(\mathbf e_m\times\mathbf h_n)\cdot\hat{\mathbf z}\,dA=0,\qquad \beta_m^2\neq\beta_n^2.} \tag{3}$$

The condition must involve the squares. If $n$ is the backward partner of $m$, then $I_{mn}=-I_{mm}$, which need not vanish. For two different modes with the same nonzero $\beta$, (1) still gives $I_{mn}=I_{nm}$. A complex symmetric bilinear form can be diagonalized by a change of basis, so orthogonal combinations can be chosen, though some of their self-overlaps may be zero.

Equation (3) yields amplitudes. Let a field at $z=0$ be a sum of nondegenerate modes with forward amplitudes $a_n$ and backward amplitudes $b_n$. Its transverse parts are $\sum(a_n+b_n)\mathbf e_{n,t}$ and $\sum(a_n-b_n)\mathbf h_{n,t}$. Hence

$$\int(\mathbf E\times\mathbf h_n)\cdot\hat{\mathbf z}\,dA=(a_n+b_n)I_{nn},\qquad
\int(\mathbf e_n\times\mathbf H)\cdot\hat{\mathbf z}\,dA=(a_n-b_n)I_{nn}.$$

Half the sum, divided by $I_{nn}$, is $a_n$. This requires $I_{nn}\neq0$.

## (c) The power in a sum of modes

**Let $\mu$ be a real scalar and $\varepsilon=\varepsilon'+i\varepsilon''$ a complex scalar. Does the total power equal the sum of the powers of the modes?**

For forward modes with amplitudes $a_n$, the time-averaged power is

$$P=\tfrac14\int(\mathbf E\times\mathbf H^*+\mathbf E^*\times\mathbf H)\cdot\hat{\mathbf z}\,dA
=\sum_{mn}a_ma_n^*P_{mn}e^{i(\beta_m-\beta_n^*)z},$$

$$P_{mn}=\tfrac14\int(\mathbf e_m\times\mathbf h_n^*+\mathbf e_n^*\times\mathbf h_m)\cdot\hat{\mathbf z}\,dA .$$

The powers add for every choice of amplitudes if $P_{mn}=0$ for $m\ne n$. To find $P_{mn}$, conjugate Maxwell's equations: $\nabla\times\mathbf E^*=-i\omega\mu\mathbf H^*$ and $\nabla\times\mathbf H^*=i\omega\varepsilon^*\mathbf E^*$. Then

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2^*)=i\omega\mu\,\mathbf H_1\cdot\mathbf H_2^*-i\omega\varepsilon^*\mathbf E_1\cdot\mathbf E_2^*,$$

$$\nabla\cdot(\mathbf E_2^*\times\mathbf H_1)=-i\omega\mu\,\mathbf H_1\cdot\mathbf H_2^*+i\omega\varepsilon\,\mathbf E_1\cdot\mathbf E_2^* .$$

The magnetic terms cancel in the sum. The electric terms leave $i\omega(\varepsilon-\varepsilon^*)=i\omega(2i\varepsilon'')=-2\omega\varepsilon''$. Integration over the cross-section, with the boundary term vanishing as before, gives

$$4i(\beta_m-\beta_n^*)P_{mn}=-2\omega\int\varepsilon''\,\mathbf e_m\cdot\mathbf e_n^*\,dA,$$

and therefore, for $\beta_m\neq\beta_n^*$,

$$\boxed{P_{mn}=\frac{i\omega}{2(\beta_m-\beta_n^*)}\int\varepsilon''\,\mathbf e_m\cdot\mathbf e_n^*\,dA.} \tag{4}$$

This is generally nonzero in a lossy guide. The conjugate of a lossy mode, with the sign of the magnetic field reversed, $(\mathbf E^*,-\mathbf H^*)$, obeys Maxwell's equations with $\varepsilon^*$, that is, in a guide with gain in place of loss. It is not a second solution of the original guide, so reciprocity does not apply to the pair.

Energy conservation shows why the cross terms are needed. Differentiating $P$ and using (4) gives

$$\frac{dP}{dz}=-\frac{\omega}{2}\int\varepsilon''|\mathbf E|^2\,dA .$$

The heating depends on the local $|\mathbf E|^2$, which contains interference between the modes. Unless its weighted integral cancels, the power must contain interference too. For a single mode, (4) reduces to the attenuation law $\beta_n''=\omega\int\varepsilon''|\mathbf e_n|^2dA/(4P_{nn})$.

Power orthogonality survives in several cases.

- **No loss.** If $\varepsilon''=0$ and $\beta_m\neq\beta_n^*$, then $P_{mn}=0$. This covers propagating modes with different real $\beta$. An evanescent mode and its backward partner have $\beta_m=\beta_n^*$ and escape the conclusion; together they can carry power.
- **Symmetry.** If the guide, including its loss, has a mirror plane, modes of opposite parity have a vanishing integral in (4).
- **A homogeneously filled metal guide.** Here $\mathbf e_t$ and $e_z$ both obey $-\nabla_t^2f=qf$ with $q=\omega^2\mu\varepsilon-\beta^2$. On the wall, $e_z$ and the tangential part of $\mathbf e_t$ vanish, and $\nabla\cdot\mathbf E=0$ then gives $\nabla_t\cdot\mathbf e_t=0$ there. Under these conditions the boundary terms in the integrations by parts vanish, so $-\nabla_t^2$ is self-adjoint. Fields with different $q$ obey $\int\mathbf e_m\cdot\mathbf e_n^*dA=0$, and the constant $\varepsilon''$ can be taken outside the integral in (4).

For weak loss and well-separated modes, the lossless fields may be used in (4) to leading order. If the integral taken with the lossless fields is not zero, the overlap is then proportional to the strength of the loss; if it is zero, the overlap is of higher order.

## (d) A half-absorbing slab

**A core of thickness $0.60\ \mu\mathrm m$ lies between claddings of relative permittivity 2. One half of the core has relative permittivity 12, the other $12+2i$. The vacuum wavelength is $1.55\ \mu\mathrm m$. For the two lowest TM modes, compare the two kinds of projection and follow the power of their sum.**

These are round model parameters. In a TM mode $H_y=\psi(x)e^{i\beta z}$, and the $x$ component of $\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E$ gives $E_x=\beta H_y/(\omega\varepsilon)$. Equation (3) becomes $\int\psi_m\psi_n/\varepsilon\,dx=0$, with the complex $\varepsilon$ in the weight.

The function $\psi$ is a combination of sines and cosines in each half of the core and decays in the claddings; $\psi$ and $\psi'/\varepsilon$ are continuous. The resulting equation for $\beta$ was solved by Newton's method, following each root from zero loss, and the overlaps were integrated by Gauss–Legendre quadrature. The effective indices $\beta/k$, with $k=2\pi/\lambda=4.05367\ \mu\mathrm m^{-1}$, are

$$\text{TM}_0:\ 3.2285+0.1510i,\qquad \text{TM}_1:\ 2.4874+0.1755i .$$

Each mode is scaled to unit power. Their relative phase is chosen to make $P_{01}$ real and positive, which gives $P_{01}=0.27932$.

*Projection.* Take $a_0=1$ and $a_1=0.5$. Projection with $\mathbf h_n$ returns 1.0000 and 0.5000. Projection with $\mathbf h_n^*$, normalized by $\int(\mathbf e_n\times\mathbf h_n^*)\cdot\hat{\mathbf z}\,dA$, returns $1.153+0.003i$ and $0.752-0.004i$. Each result contains a share of the other mode. The second amplitude is wrong by about 50% of its true value.

*Power.* Now set both amplitudes to 1. At the input

$$P(0)=1+1+2(0.27932)=2.5586,$$

in units of the power of one mode. The modes come into opposite relative phase after half a beat length,

$$L=\frac{\pi}{\beta_0'-\beta_1'}=\frac{\pi}{4.05367\,(3.22848-2.48742)}=1.0458\ \mu\mathrm m .$$

With $\beta_0''=0.61193$ and $\beta_1''=0.71126\ \mu\mathrm m^{-1}$, the separate powers there are $e^{-2\beta_0''L}=0.2781$ and $e^{-2\beta_1''L}=0.2259$, with sum 0.5040. The interference term is $-2(0.27932)e^{-(\beta_0''+\beta_1'')L}=-0.1400$, so

$$P(L)=0.5040-0.1400=0.3640 .$$

With one more digit kept, the power lost is $2.55864-0.36395=2.19469$, or 2.1947 after rounding. Integrating the heating $\frac{\omega}{2}\int\varepsilon''|\mathbf E|^2dx$ over the same length also gives 2.1947. Adding mode powers without interference would predict a loss of $2-0.5040=1.4960$.

*Strength of the loss.* If the relative $\varepsilon''$ of the absorbing half is reduced to 0.01, 0.02 and 0.1, $|P_{01}|$ becomes 0.00142, 0.00283 and 0.01417, in line with the linear law. At $\varepsilon''=2$, extrapolating that law would give 0.283, close to the calculated 0.279.

## (e) Where the orthogonality relation stops being useful or true

**What happens to $I_{nn}$ when two modes coalesce? What happens to (3) when the permittivity is not symmetric?**

*Coalescence.* Suppose that two modes approach the same $\beta$ and, suitably scaled, the same field: an exceptional point. Before they meet, $I_{mn}=0$. By continuity the limiting mode has $I_{nn}=0$, and the projection formula divides by zero.

An explicit case follows from placing perfectly conducting plates directly on the two faces of the core, at distance $d=0.60\ \mu\mathrm m$, and taking TE modes. A real metal at this wavelength lets the field in and absorbs part of it, so the numbers below hold only for the ideal boundary. With $E_y=\psi e^{i\beta z}$,

$$\psi''+k^2\varepsilon_r(x)\psi=\beta^2\psi,\qquad \psi=0\ \text{at the plates}.$$

Keep the two lowest functions $\sqrt{2/d}\,\sin(n\pi x/d)$. Each has half its weight in the lossy half, so the loss adds $ik^2\varepsilon''/2$ to both diagonal elements. Their remaining difference is $2\Delta=3(\pi/d)^2$. The overlap of the two functions in the lossy half is

$$\frac2d\int_{d/2}^{d}\sin\frac{\pi x}{d}\sin\frac{2\pi x}{d}\,dx=-\frac{4}{3\pi}.$$

Apart from a common constant, and after reversing the sign of one basis function, the matrix for $\beta^2$ is

$$\begin{pmatrix}\Delta&i\kappa\\ i\kappa&-\Delta\end{pmatrix},\qquad \kappa=\frac{4}{3\pi}k^2\varepsilon'' ,$$

with eigenvalues $\pm\sqrt{\Delta^2-\kappa^2}$. For $\kappa=\Delta\sin\theta$ the eigenvectors are $(\cos\frac\theta2,\,i\sin\frac\theta2)$ and $(-i\sin\frac\theta2,\,\cos\frac\theta2)$. Their product without conjugation is zero, while with conjugation it has modulus $\sin\theta$. The self-product without conjugation is $\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta$. As $\kappa\to\Delta$, the modes become parallel and the self-product vanishes.

The two-function estimate of the critical loss is

$$\varepsilon''_c=\frac{9\pi\Delta}{12k^2}=\frac{9\pi^3}{8k^2d^2}\approx5.90 .$$

Diagonalization with 60 sine functions gives 6.05. In that larger calculation, at 50%, 90% and 99% of the critical loss, the ratio $|\int\psi^2dx|/\int|\psi|^2dx$ for the mode with the larger $\beta'$ is 0.859, 0.422 and 0.135. The power overlap, divided by the square root of the product of the mode powers, is 0.514, 0.906 and 0.991. Near the exceptional point (3) still holds, but amplitudes obtained from it are quotients with a small denominator and amplify errors in the field.

*Nonreciprocal media.* Let $\varepsilon_{xy}=i\gamma$ and $\varepsilon_{yx}=-i\gamma$, as in a gyrotropic medium magnetized along $z$. The subtraction in (a) now leaves

$$i\omega(\mathbf E_1\cdot\varepsilon\mathbf E_2-\mathbf E_2\cdot\varepsilon\mathbf E_1)=-2\omega\gamma(E_{1x}E_{2y}-E_{1y}E_{2x}),$$

which is generally nonzero, so the proof of (3) fails. If this medium has no loss, its tensor is Hermitian. The source in (c) is then $i\omega\,\mathbf E_2^*\cdot(\varepsilon-\varepsilon^\dagger)\mathbf E_1=0$, and power orthogonality holds for $\beta_m\neq\beta_n^*$. Thus symmetry of $\varepsilon$, together with the absence of transverse–longitudinal coupling assumed in (b), supports the relation without conjugation, and Hermiticity supports the relation with conjugation. A lossy reciprocal guide has a symmetric $\varepsilon$ and lacks Hermiticity. It obeys (3) when that coupling is absent; with a symmetric $\varepsilon_{xz}\neq0$, as in a crystal with tilted axes, (1) still holds but (3) generally fails.
